# Dipole Resonance Series at the Hydrogen n = 2 Threshold

**Q.** A hydrogen atom excited to $n=2$ is still neutral. Why should a distant electron feel anything stronger than the usual polarization attraction, which falls as $r^{-4}$?

**A.** Because the excited level is degenerate. Take a fixed nucleus, no relativity, and atomic units. Let $\mathbf r$ be the position of the distant electron and $\mathbf r_1$ that of the atomic one. Outside the atom,

$$
-\frac1r+\frac1{|\mathbf r-\mathbf r_1|}
=-\frac1r+\frac1r+\frac{\hat{\mathbf r}\cdot\mathbf r_1}{r^2}+O(r^{-3})
=\frac{\hat{\mathbf r}\cdot\mathbf r_1}{r^2}+O(r^{-3}).
$$

The dipole term has no diagonal element in 2s or 2p, by parity, but it connects the two. Between levels separated by a gap $\Delta$ it acts in second order, giving a potential of order $r^{-4}/\Delta$. Between 2s and 2p there is no gap, so the $r^{-2}$ coupling acts at full strength.

Let the total energy be $E=E_2-\varepsilon$, with $E_2$ the $n=2$ level, and put $\kappa^2=2\varepsilon$. Multiplying the radial equations by 2 gives, at leading order in the tail,

$$
-\mathbf u''+\frac{A}{r^2}\mathbf u+\kappa^2\mathbf u=0,
\qquad A=\boldsymbol l^2+2\,\hat{\mathbf r}\cdot\mathbf r_1 ,
$$

where $A$ acts within the $n=2$ shell and $\boldsymbol l$ is the angular momentum of the distant electron.

**Q.** What is $A$ for total orbital momentum $L=0$? I want to see the factors of two and $\sqrt3$.

**A.** The channels are 2s with an s wave and 2p with a p wave. Choose the radial functions

$$
P_{2s}=\frac{r(1-r/2)e^{-r/2}}{\sqrt2},\qquad
P_{2p}=\frac{r^2e^{-r/2}}{2\sqrt6}.
$$

Since $\sqrt2\cdot2\sqrt6=4\sqrt3$, the radial dipole is

$$
D=\int_0^\infty P_{2s}P_{2p}\,r\,dr
=\frac1{4\sqrt3}\int_0^\infty\left(r^4-\frac{r^5}{2}\right)e^{-r}dr
=\frac{24-60}{4\sqrt3}=-3\sqrt3 .
$$

Use Cartesian orbitals $2p_i$, with angular part $\sqrt3\,\hat r_{1i}/\sqrt{4\pi}$. The average of $\hat r_{1i}^2$ over directions is $1/3$, so $\langle2s|r_{1i}|2p_i\rangle=D\sqrt3/3=D/\sqrt3=-3$. The normalized $L=0$ state of the p-p channel is $\sum_i|2p_i\rangle\hat r_i/\sqrt{4\pi}$. Its coupling to the s-s state is therefore $2(-3)\sum_i\langle\hat r_i^2\rangle=-6$. The centrifugal terms are 0 and $1\cdot2=2$:

$$
A=\begin{pmatrix}0&-6\\-6&2\end{pmatrix}.
$$

Reversing the phase of one orbital changes $-6$ to $+6$, but only the square enters the eigenvalues.

**Q.** Then diagonalize it.

**A.** The determinant condition is

$$
(-\lambda)(2-\lambda)-36=\lambda^2-2\lambda-36=0,
\qquad \lambda_\pm=1\pm\sqrt{37}.
$$

Numerically these are $-5.0828$ and $7.0828$. For the lower one, the first row gives $-6v_p=\lambda_-v_s$, so $v_p/v_s=0.847$. The normalized weights are 0.582 for 2s and 0.418 for 2p. Physically, the atom is in a superposition with a dipole moment directed so as to attract the electron.

The rotation to these eigenchannels is independent of $r$. It leaves $\kappa^2$ times the unit matrix unchanged because both channels have the same threshold. The dipole equations therefore separate at every energy, not just at threshold.

**Q.** You have not antisymmetrized anything. Why may this be called a result for $^1S$?

**A.** It holds for $^1S$ and equally for $^3S$. Exchange terms contain an atomic orbital evaluated at the position of the distant electron, so they decay exponentially and do not alter $A$. They alter the inner boundary condition. The two spin states thus share the eigenvalue and the limiting ratio, but their series start at different energies.

**Q.** Is $L=0$ special, or do all partial waves behave this way?

**A.** Let $\Lambda=L(L+1)$ and start from $|2s\rangle Y_{LM}$. The dipole operator turns it into $-6\chi$, where

$$
\chi=\sum_i|2p_i\rangle\hat r_iY_{LM},\qquad
\langle\chi|\chi\rangle=\int\sum_i\hat r_i^2|Y_{LM}|^2d\Omega=1.
$$

Now apply $\boldsymbol l^2=-\nabla_\Omega^2$ to each component. The product rule gives

$$
\boldsymbol l^2(\hat r_iY_{LM})=(2+\Lambda)\hat r_iY_{LM}-2(\nabla_\Omega Y_{LM})_i ,
$$

because $\nabla_\Omega\hat r_i$ is the tangential part of the $i$th unit vector. For $L\ge1$ define $\eta=\Lambda^{-1/2}\sum_i|2p_i\rangle(\nabla_\Omega Y_{LM})_i$. It is normalized, since $\int|\nabla_\Omega Y_{LM}|^2d\Omega=\Lambda$, and orthogonal to $\chi$, since a tangential gradient has no radial component.

The two 2p channels of this parity have $l=L\pm1$, so the trace of $\boldsymbol l^2$ over them is $(L-1)L+(L+1)(L+2)=2\Lambda+2$. The $\chi$ element uses $\Lambda+2$, leaving $\Lambda$ for $\eta$. In the basis $(2s,\chi,\eta)$,

$$
A=\Lambda\,\mathbf 1+
\begin{pmatrix}0&-6&0\\-6&2&-2\sqrt\Lambda\\0&-2\sqrt\Lambda&0\end{pmatrix}.
$$

With $\lambda=\Lambda+\mu$, the determinant is

$$
-\mu[(2-\mu)(-\mu)-4\Lambda]+36\mu
=-\mu(\mu^2-2\mu-4\Lambda-36)=0 .
$$

Since $37+4\Lambda=36+(2L+1)^2$, the eigenvalues are

$$
\lambda=L(L+1),\qquad
\lambda=L(L+1)+1\pm\sqrt{36+(2L+1)^2}.
$$

The first is absent at $L=0$, where $\eta$ does not exist. The opposite parity requires $L\ge1$ and contains just the 2p channel with $l=L$, so its eigenvalue is $L(L+1)\ge2$.

**Q.** When is an inverse-square potential attractive enough to make a series?

**A.** Write the solution in one eigenchannel as $f(r)=\sqrt r\,g(z)$ with $z=\kappa r$. Two derivatives give

$$
f''=-\tfrac14r^{-3/2}g+\kappa r^{-1/2}g'+\kappa^2r^{1/2}g'' .
$$

Insert this in $f''=(\lambda/r^2+\kappa^2)f$ and multiply by $r^{3/2}$:

$$
z^2g''+zg'-\left(z^2+\lambda+\tfrac14\right)g=0 .
$$

This is the modified Bessel equation of order $\nu$, with $\nu^2=\lambda+\frac14$. If $\lambda<-\frac14$, then $\nu=is$ with real $s=\sqrt{-\lambda-1/4}$. The small-$z$ solutions $z^{\pm is}$ oscillate in $\ln z$. For $\lambda>-\frac14$ they are real powers, and the tail alone produces no such oscillation.

The lower eigenvalue increases with $\Lambda$, because $d\lambda/d\Lambda=1-2/\sqrt{37+4\Lambda}>0$. It is $-5.083$, $-3.708$ and $-0.810$ for $L=0,1,2$, but already $3.780$ for $L=3$. Dipole series therefore occur for $L=0,1,2$, with parity $(-1)^L$. For $L=0$,

$$
s^2=\sqrt{37}-1-\tfrac14=\sqrt{37}-\tfrac54,\qquad s=2.19835 .
$$

**Q.** Oscillation in a logarithm is suggestive, but where are the discrete energies?

**A.** They follow from joining the decaying outer solution to the inner region. That solution is $f_1=\sqrt r\,K_{is}(\kappa r)$. Use

$$
K_\nu=\frac{\pi}{2\sin\pi\nu}(I_{-\nu}-I_\nu),\qquad
I_\nu(z)\simeq\frac{(z/2)^\nu}{\Gamma(1+\nu)} .
$$

Set $\nu=is$, so $\sin(i\pi s)=i\sinh\pi s$, and write $\Gamma(1+is)=|\Gamma(1+is)|e^{i\sigma}$. With $\Theta=s\ln(z/2)-\sigma$,

$$
K_{is}(z)\simeq
\frac{\pi\,(e^{-i\Theta}-e^{i\Theta})}{2i\sinh(\pi s)|\Gamma(1+is)|}
=-\frac{\pi\sin\Theta}{\sinh(\pi s)|\Gamma(1+is)|}.
$$

First consider a hard wall at $r_0$. Its condition $\Theta(r_0)=-n\pi$ gives $z_n=2e^{(\sigma-n\pi)/s}$, where $z_n=\kappa_nr_0$. With $\sigma=0.2805$ this predicts $z_1=0.5443$, while the actual zero is $0.5514$, so the formula is 1.3% below it. At the fourth zero both values are $0.0074801$. This is the expected improvement as $z$ decreases.

**Q.** A real atom is not a hard wall. It also has a repulsive eigenchannel and an open 1s channel.

**A.** Choose $r_0$ outside the atom and, for the leading result, keep just the dipole tail beyond it. Solving the inner problem with an outgoing wave in the 1s channel gives a relation $\mathbf f'(r_0)=B\mathbf f(r_0)$ for the two closed eigenchannels. Generically $B$ is smooth in energy near $E_2$, since $r_0$ is finite and the open channel is far above its own threshold.

In the repulsive channel the decaying solution is $\sqrt r\,K_\nu(\kappa r)$ with $\nu=\sqrt{\lambda_++1/4}=2.708$. At small $\kappa r_0$ it behaves as $r^{1/2-\nu}$, so its logarithmic derivative tends to the constant $b_2=(\frac12-\nu)/r_0$. From $f_2'=B_{21}f_1+B_{22}f_2=b_2f_2$ we get $f_2=B_{21}f_1/(b_2-B_{22})$, and hence

$$
\frac{f_1'(r_0)}{f_1(r_0)}
=B_{11}+\frac{B_{12}B_{21}}{b_2-B_{22}}\equiv b .
$$

This tends to a constant at threshold. If the denominator vanishes there with $B_{12}B_{21}\ne0$, the condition becomes $f_1(r_0)=0$, which is equally constant.

Differentiating $f_1\propto\sqrt r\sin\Theta$ gives

$$
b=\frac1{r_0}\left(\frac12+s\cot\Theta_0\right),\qquad
\cot\Theta_0=\frac{br_0-\frac12}{s},
$$

where $\Theta_0=\Theta(r_0)$. The cotangent has period $\pi$. Thus, for a fixed phase $\delta$,

$$
s\ln\frac{\kappa_nr_0}{2}-\sigma=\delta-n\pi,\qquad
\kappa_n=\frac2{r_0}e^{(\sigma+\delta-n\pi)/s}.
$$

Squaring gives the geometric law:

$$
\frac{\varepsilon_n}{\varepsilon_{n+1}}\longrightarrow
e^{2\pi/s}=e^{2\pi/2.19835}=17.43 .
$$

The spatial scale $1/\kappa_n$ grows by $e^{\pi/s}=4.175$ per member. The unknown $r_0$ and $\delta$ set the overall scale of the series but cancel in the ratio.

For $L=1$ and $L=2$ the ratios are 29.3 and about 4420. They increase because $s$ decreases toward the critical value zero.

**Q.** With an open channel, $b$ is complex. Have you not just lost real energies?

**A.** Yes, and the imaginary part gives the widths. Write a resonance pole as $E_n=E_2-\varepsilon_n-i\Gamma_n/2$. Since $E_n=E_2-\kappa_n^2/2$,

$$
\frac{\kappa_n^2}{2}=\varepsilon_n+\frac{i\Gamma_n}{2}.
$$

The phase $\delta$ is now complex, but $\kappa_n^2=Ce^{-2\pi n/s}$ still holds with one complex constant $C=|C|e^{i\varphi}$. In this threshold limit every member has the same argument $\varphi=2\,\mathrm{Im}\,\delta/s$, so

$$
\frac{\Gamma_n}{\varepsilon_n}\longrightarrow2\tan\varphi .
$$

Widths and bindings consequently have the same limiting ratio. For weak decay there is a simple picture. The outer normalization integral $\int r|K_{is}(\kappa r)|^2dr$ scales as $\kappa^{-2}$, so the probability of finding the electron near the atom, where it can de-excite the target, scales as $\kappa^2$. The decay rate therefore falls in proportion to the binding.

**Q.** I would like to see this emerge from potentials that are not pure $r^{-2}$.

**A.** Take a 1s–2s–2p close-coupling model for $L=0$, with the full static and transition potentials of the hydrogen orbitals. It omits exchange and all other target states, so its individual energies are not predictions for H⁻. The model also has one deeper, broad pole, with binding 0.26 and width 0.11 hartree, far outside the regime where the tail dominates; it is left out, and the numbering starts above it. For bindings below 0.1 hartree, complex scaling gives these resonance poles, in hartree:

| $n$ | $\varepsilon_n$ | $\Gamma_n$ | $\Gamma_n/\varepsilon_n$ |
|---|---:|---:|---:|
| 1 | $1.6086\times10^{-2}$ | $2.913\times10^{-3}$ | 0.1811 |
| 2 | $9.2900\times10^{-4}$ | $1.640\times10^{-4}$ | 0.1765 |
| 3 | $5.3340\times10^{-5}$ | $9.403\times10^{-6}$ | 0.1763 |
| 4 | $3.0606\times10^{-6}$ | $5.395\times10^{-7}$ | 0.1763 |

The first binding ratio is $1.6086\times10^{-2}/(9.2900\times10^{-4})=17.32$, and the next two are 17.42 and 17.43. The corresponding width ratios are 17.76, 17.44 and 17.43. The steady value $\Gamma/\varepsilon=0.1763$ gives $\tan\varphi=0.0881$, hence $\varphi=0.0879$ rad and $\mathrm{Im}\,\delta=s\varphi/2=0.097$. The numerical output lists two further members and the agreement between two scaling angles.

**Q.** What happened to the $r^{-3}$ terms you dropped?

**A.** They are present in this model. The 2p quadrupole potential tends to $12/r^3$. Multiplied by 2 and by the 2p weight, it contributes $24\times0.418/r^3\simeq10/r^3$ in the attractive eigenchannel, compared with $-5.08/r^2$. At $r\sim1/\kappa$ their relative size is about $2\kappa$, which vanishes at threshold.

If the correction to the binding ratio were simply linear in $\kappa$, it would shrink by 4.17 per member. The observed differences from the limit are 0.114, 0.012 and 0.001, so they shrink faster, by roughly 9 and then 12. The linear estimate is therefore too pessimistic: no term linear in $\kappa$ shows up in the ratios. Dividing each difference, taken to more digits, by $\varepsilon_n$ gives 7.1, 13.0, 19.0 and 24.9 for $n=1$ to 4. Equal steps in $n$ are equal steps in $\ln\varepsilon$, so the correction behaves as $\varepsilon|\ln\varepsilon|$, and the shrink factor creeps up toward 17.43. With the quadrupole removed, the two closed channels give a shrink factor of 17.3 to 17.4 from the start, a correction simply proportional to $\varepsilon$; the logarithm comes from the $r^{-3}$ term.

**Q.** Does actual hydrogen have infinitely many of these resonances?

**A.** Not by this mechanism, because its 2s and 2p levels are not exactly degenerate. Suppose 2p lies $\Delta$ above 2s. The two values of $\kappa^2$ are then $2\varepsilon$ and $2(\varepsilon+\Delta)$, and the constant rotation no longer separates the equations. The change is substantial once $\varepsilon$ is comparable with $\Delta$. At distances where the dipole coupling $-3/r^2$ is small compared with $\Delta$, eliminating 2p gives

$$
V_{\rm eff}(r)\simeq-\frac{(3/r^2)^2}{\Delta}=-\frac9{\Delta r^4}.
$$

This falls faster than $r^{-2}$ and cannot sustain an infinite series.

As an illustration, raise 2p by the leading fine-structure interval $\alpha^2/32=1.664\times10^{-6}$ hartree. This lies between the bindings of members 4 and 5 in the model above. With the two closed channels alone, the number of states bound by between $10^{-9}$ and $0.1$ hartree falls from 6 to 4.

That count is not a prediction for hydrogen. The actual level pattern also involves spin-orbit coupling, and $2s_{1/2}$ and $2p_{1/2}$ are separated by the smaller Lamb shift. The factor 17.43 describes the range where the binding is small enough for the dipole tail to dominate, yet still large compared with the splittings.

## Table of computed values

```
radial dipole 2s-2p = -5.196152 bohr
angular factor for L=0 = 0.577350
off-diagonal element of A = -6.000000
eigenvalues of A, L=0 = -5.082763, 7.082763
attractive channel weights 2s, 2p = 0.5822, 0.4178
s = 2.198355
limiting energy ratio exp(2 pi/s) = 17.4289
limiting size ratio exp(pi/s) = 4.1748
L=0: lowest eigenvalue -5.082763, s 2.19835, energy ratio 17.43
L=1: lowest eigenvalue -3.708204, s 1.85962, energy ratio 29.33
L=2: lowest eigenvalue -0.810250, s 0.74850, energy ratio 4422.18
L=3: lowest eigenvalue 3.780456 (no series)
arg Gamma(1+is) = 0.280520 rad
zero 1 of K_is: numerical 0.5514057, phase formula 0.5442678
zero 2 of K_is: numerical 0.1304651, phase formula 0.1303699
zero 3 of K_is: numerical 0.0312292, phase formula 0.0312279
zero 4 of K_is: numerical 0.0074801, phase formula 0.0074801
2 r^2 V(2s,2p) at 100 bohr = -6.000000
r^3 V(2p,2p) at 100 bohr = 12.000000 hartree bohr^3
outer grid radius = 1.3771e+06 bohr
complex-scaling angles = 0.40, 0.55 rad
model resonances with binding from 1e-9 to 0.1 hartree:
member 1: binding 1.60857e-02 hartree, width 2.91276e-03 hartree, width/binding 0.18108
member 2: binding 9.29003e-04 hartree, width 1.63961e-04 hartree, width/binding 0.17649
member 3: binding 5.33395e-05 hartree, width 9.40340e-06 hartree, width/binding 0.17629
member 4: binding 3.06058e-06 hartree, width 5.39535e-07 hartree, width/binding 0.17629
member 5: binding 1.75604e-07 hartree, width 3.09564e-08 hartree, width/binding 0.17628
member 6: binding 1.00755e-08 hartree, width 1.77615e-09 hartree, width/binding 0.17628
members 1/2: binding ratio 17.3150, width ratio 17.7650
members 2/3: binding ratio 17.4168, width ratio 17.4363
members 3/4: binding ratio 17.4279, width ratio 17.4287
members 4/5: binding ratio 17.4288, width ratio 17.4289
members 5/6: binding ratio 17.4289, width ratio 17.4289
largest relative change between angles = 9.8e-13
fine-structure interval alpha^2/32 = 1.6641e-06 hartree
closed-channel members in same window, degenerate = 6
closed-channel members in same window, 2p raised = 4
```
